# The hyperfine constant of a Dirac $1s$ electron, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Use Hartree atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$. The speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant, and $\mu_0/4\pi=1/(4\pi\varepsilon_0c^2)=\alpha^2$. The Bohr magneton is $1/2$ and the nuclear magneton is $\mu_N=1/(2m_p)$, with $m_p$ in electron masses. One electron is bound to an infinitely heavy nucleus that is both a point charge $Z$ and a point magnetic dipole $\boldsymbol\mu=g_I\mu_N\mathbf I$. Without the dipole the Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr,\qquad \boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

Bold $\boldsymbol\alpha$ is always the Dirac matrix and plain $\alpha$ the constant. Work to first order in $\boldsymbol\mu$ and leave out radiative corrections. Write $a=Z\alpha$ and $\gamma=\sqrt{1-a^2}$.

(a) Find the perturbation $H'$ caused by the dipole.

(b) Derive the radial equations of an $s_{1/2}$ state and solve them for the ground state.

(c) Show that within the $1s_{1/2}$ level $H'$ acts as $A\,\mathbf I\cdot\mathbf j$, and express $A$ through one radial integral.

(d) Find the limit $A_F$ of $A$ at leading order in $\alpha$.

(e) Find $B=A/A_F$ as a function of $\gamma$, state for which $Z$ it exists, and expand it to order $a^4$.

(f) Evaluate $B$, $A_F/g_I$ and $A/g_I$ for $Z=6$, $50$ and $80$.

## Hints

1. The electron has charge $-1$, so minimal coupling is $\mathbf p\to\mathbf p+\mathbf A$. A cyclic shift of the triple product brings $\boldsymbol\mu$ outside.
2. Take the upper half of the spinor as a radial function times a constant two-component spinor $\chi$, and the lower half as a radial function times $(\boldsymbol\sigma\cdot\mathbf n)\chi$ with $\mathbf n=\mathbf r/r$. Use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ throughout.
3. Try a power times an exponential for both radial functions, with a constant ratio. The $1/r$ terms and the constant terms must balance separately, which gives four equations.
4. $H'$ connects the upper half with the lower half only. The spherical average of $n_kn_l$ is $\delta_{kl}/3$.
5. At leading order in $\alpha$ the radial integrand is a total derivative.
6. The normalization and the hyperfine integral contain gamma functions whose arguments differ by two. Look at the lower limit of the hyperfine integral before using the gamma function.

## Solution

### (a) The perturbation

The dipole has the vector potential $\mathbf A=(\mu_0/4\pi)\,\boldsymbol\mu\times\mathbf r/r^3=\alpha^2\,\boldsymbol\mu\times\mathbf n/r^2$. The replacement $\mathbf p\to\mathbf p+\mathbf A$ adds $c\,\boldsymbol\alpha\cdot\mathbf A$ to $H$, and since $H$ is linear in $\mathbf p$ there is no other term. With $c\alpha^2=\alpha$ and $\boldsymbol\alpha\cdot(\boldsymbol\mu\times\mathbf n)=\boldsymbol\mu\cdot(\mathbf n\times\boldsymbol\alpha)$, which holds because $\boldsymbol\mu$ and $\mathbf n$ commute with the Dirac matrices,

$$H'=\alpha\,\boldsymbol\mu\cdot\frac{\mathbf n\times\boldsymbol\alpha}{r^2}.\tag{1}$$

The operator contains no delta function. The contact form will appear in part (d) as a property of its matrix element.

### (b) Radial equations and ground state

Let $\chi_m$, $m=\pm\tfrac12$, be the eigenspinors of $\sigma_z/2$, and set

$$\psi_m=\begin{pmatrix}\phi_L\\ \phi_S\end{pmatrix}=\frac1{\sqrt{4\pi}}\begin{pmatrix}g(r)\,\chi_m\\ -i f(r)\,(\boldsymbol\sigma\cdot\mathbf n)\chi_m\end{pmatrix},\qquad g=\frac Pr,\quad f=\frac Qr,\tag{2}$$

with $P$ and $Q$ real. The total angular momentum $\mathbf j=\mathbf L+\boldsymbol\sigma/2$ acts on each half separately. On the upper half $\mathbf L$ gives zero, so $\mathbf j$ acts as $\boldsymbol\sigma/2$ on $\chi_m$. The operator $\boldsymbol\sigma\cdot\mathbf n$ is unchanged by a joint rotation of space and spin, so it commutes with $\mathbf j$, and the lower half transforms in the same way. The matrix of $\mathbf j$ between the two states $\psi_m$ is therefore $\boldsymbol\sigma/2$. Because $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the norm is $\int_0^\infty(P^2+Q^2)\,dr$.

With $V$ the potential and $\varepsilon=E-c^2$, the equation $H\psi=E\psi$ splits into

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_S+(V-\varepsilon)\phi_L=0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi_L+(V-\varepsilon-2c^2)\phi_S=0 .$$

Two derivatives are needed. Since $\nabla g=g'\mathbf n$, the first is $\boldsymbol\sigma\cdot\mathbf p\,(g\chi)=-ig'(\boldsymbol\sigma\cdot\mathbf n)\chi$. The second follows from the product rule for Pauli matrices:

$$\boldsymbol\sigma\cdot\mathbf p\,(f\,\boldsymbol\sigma\cdot\mathbf n\,\chi)=-i\sigma_i\sigma_j\,\partial_i(fn_j)\chi=-i\left[\nabla\cdot(f\mathbf n)+i\boldsymbol\sigma\cdot\nabla\times(f\mathbf n)\right]\chi=-i\left(f'+\frac{2f}r\right)\chi .$$

The curl vanishes because a radial field $f(r)\mathbf n$ is a gradient, and the divergence is $r^{-2}(r^2f)'$. The extra factor $-i$ in $\phi_S$ turns this into $-(f'+2f/r)\chi$, so the first equation reads $-c(f'+2f/r)+(V-\varepsilon)g=0$. In the second the common factor $-i(\boldsymbol\sigma\cdot\mathbf n)\chi$ drops out and leaves $cg'+(V-\varepsilon-2c^2)f=0$. Using $g'=(P'-P/r)/r$ and $f'+2f/r=(Q'+Q/r)/r$,

$$P'-\frac Pr=\frac{\varepsilon-V+2c^2}{c}\,Q,\qquad Q'+\frac Qr=-\frac{\varepsilon-V}{c}\,P.\tag{3}$$

Now put $V=-Z/r$, so that $-V/c=a/r$, and try $P\propto r^{s}e^{-\lambda r}$, $Q=\rho P$ with constant $\rho$. Then $P'/P=s/r-\lambda$. Dividing both equations by $P$ and writing $\varepsilon+2c^2=E+c^2$,

$$\frac{s-1}r-\lambda=\rho\,\frac{E+c^2}{c}+\frac{\rho a}r,\qquad \rho\,\frac{s+1}r-\rho\lambda=-\frac{E-c^2}c-\frac ar .$$

The $1/r$ terms give $s-1=\rho a$ and $\rho(s+1)=-a$. Multiplying the first by $s+1$ and inserting the second gives $s^2-1=-a^2$, so $s=\pm\gamma$. For $\gamma>1/2$ the root $-\gamma$ is not square integrable at the origin and is excluded; that range will turn out to be the only one needed. With $s=\gamma$ and $a^2=(1-\gamma)(1+\gamma)$,

$$\rho=-\frac{1-\gamma}a=-\frac a{1+\gamma}=-\sqrt{\frac{1-\gamma}{1+\gamma}} .$$

The constant terms give $\lambda c=-\rho(E+c^2)$ and $\lambda c=(E-c^2)/\rho$. Equating them yields $\rho^2=(c^2-E)/(c^2+E)$. Comparison with $\rho^2=(1-\gamma)/(1+\gamma)$ gives $E=\gamma c^2$, because the function $(1-t)/(1+t)$ is monotonic. Then $\lambda=-\rho c(1+\gamma)=ac=Z$. The solution has no node and $\varepsilon=-c^2(1-\gamma)\to-Z^2/2$ for small $a$, which identifies it as the $1s$ state:

$$P=N\sqrt{1+\gamma}\;r^\gamma e^{-Zr},\qquad Q=-N\sqrt{1-\gamma}\;r^\gamma e^{-Zr}.\tag{4}$$

The norm uses $\int_0^\infty r^{p-1}e^{-2Zr}dr=\Gamma(p)/(2Z)^p$, valid for $p>0$. Here $P^2+Q^2=2N^2r^{2\gamma}e^{-2Zr}$ and $p=2\gamma+1$, so

$$N^2=\frac{(2Z)^{2\gamma+1}}{2\,\Gamma(2\gamma+1)}.\tag{5}$$

The minus sign of $Q$ belongs to the phase $-i$ chosen in (2). The opposite phase flips both this sign and the sign of the angular factor below, and leaves $A$ unchanged.

### (c) Angular reduction

The matrix $(\mathbf n\times\boldsymbol\alpha)_k$ has $S_k=(\mathbf n\times\boldsymbol\sigma)_k$ in both off-diagonal blocks, so

$$\psi_m^\dagger(\mathbf n\times\boldsymbol\alpha)_k\psi_{m'}=\phi_{L,m}^\dagger S_k\phi_{S,m'}+\phi_{S,m}^\dagger S_k\phi_{L,m'}=\frac{gf}{4\pi}\,\chi_m^\dagger\left[-iS_k(\boldsymbol\sigma\cdot\mathbf n)+i(\boldsymbol\sigma\cdot\mathbf n)S_k\right]\chi_{m'} .$$

The second term in the bracket is the Hermitian conjugate of the first. For the first,

$$S_k(\boldsymbol\sigma\cdot\mathbf n)=\epsilon_{kij}n_i\,\sigma_j\sigma_l\,n_l=\epsilon_{kij}n_in_j+i\epsilon_{kij}n_i\,\epsilon_{jlq}n_l\sigma_q=0+i\left[\mathbf n\times(\mathbf n\times\boldsymbol\sigma)\right]_k=i\left[n_k(\boldsymbol\sigma\cdot\mathbf n)-\sigma_k\right].$$

Hence $-iS_k(\boldsymbol\sigma\cdot\mathbf n)=n_k(\boldsymbol\sigma\cdot\mathbf n)-\sigma_k$. This is Hermitian, so the conjugate term doubles it. The average of $n_kn_l$ over the sphere is an isotropic tensor with trace one, that is $\delta_{kl}/3$, and the average of the bracket is $2(\tfrac13-1)\sigma_k=-\tfrac43\sigma_k$. The factor $1/4\pi$ turns the angular integral into this average. The volume factor $r^2$ cancels the $r^{-2}$ of the operator, and $gf=PQ/r^2$:

$$\left\langle m\left|\frac{(\mathbf n\times\boldsymbol\alpha)_k}{r^2}\right|m'\right\rangle=-\frac43\,R\,(\sigma_k)_{mm'},\qquad R=\int_0^\infty\frac{PQ}{r^2}\,dr.\tag{6}$$

With $\boldsymbol\sigma=2\mathbf j$ inside the level and $\boldsymbol\mu=g_I\mu_N\mathbf I$, equation (1) becomes

$$H'\to A\,\mathbf I\cdot\mathbf j,\qquad A=-\frac83\,\alpha\,g_I\mu_N\,R.\tag{7}$$

Only the form (2) was used, so (7) holds for any $s_{1/2}$ state in any central potential as long as the dipole is a point. From $\mathbf F=\mathbf I+\mathbf j$ follows $\mathbf I\cdot\mathbf j=\tfrac12[F(F+1)-I(I+1)-\tfrac34]$, which equals $I/2$ for $F=I+\tfrac12$ and $-(I+1)/2$ for $F=I-\tfrac12$. The splitting is $A(I+\tfrac12)$. For $I=\tfrac12$ three states lie at $A/4$ and one at $-3A/4$. By (4) $R$ is negative, so $A$ has the sign of $g_I$, and for positive $g_I$ the state of larger $F$ lies higher.

### (d) The nonrelativistic reference

The first of equations (3) can be solved for the small component exactly:

$$f=K(r)\,\frac{g'}{2c},\qquad K=\frac{2c^2}{2c^2+\varepsilon-V}.$$

At leading order in $\alpha$, $K=1$ and $g$ is the Schrödinger radial function $2Z^{3/2}e^{-Zr}$. The replacement $K\to1$ fails where $Z/r\gtrsim2c^2$, that is for $Zr\lesssim a^2/2$. With the Schrödinger function the integrand $gg'$ is bounded and varies on the scale $1/Z$, so that region carries a fraction of order $a^2$ of the integral. Outside it, for $a^2\ll Zr\ll1$, $1-K\approx a^2/(2Zr)$, which integrates to a relative error of order $a^2\ln(1/a^2)$. Neither affects the leading order. The exact expansion (11) has no logarithm, so this term is cancelled by the relativistic change of $g$ itself. Then

$$R_{\rm nr}=\frac1{2c}\int_0^\infty gg'\,dr=\frac1{4c}\left[g^2\right]_0^\infty=-\frac{g(0)^2}{4c}=-Z^3\alpha,\tag{8}$$

using $g(0)^2=4Z^3$. With $|\psi(0)|^2=g(0)^2/4\pi=Z^3/\pi$, equation (7) gives

$$A_F=\frac83\,\alpha^2Z^3g_I\mu_N=\frac{8\pi}3\,\alpha^2g_I\mu_N|\psi(0)|^2.\tag{9}$$

This is the expectation value of the Fermi contact interaction $-\tfrac23\mu_0\,\boldsymbol\mu_e\cdot\boldsymbol\mu\,\delta(\mathbf r)$ with $\tfrac23\mu_0=\tfrac{8\pi}3\alpha^2$ and $\boldsymbol\mu_e=-g_e\cdot\tfrac12\,\mathbf s=-\mathbf s$ for $g_e=2$. The value at the origin enters because the integrand is a total derivative when $K=1$. Once $K$ depends on $r$ this is no longer so.

### (e) The exact integral and the enhancement factor

From (4), with $\sqrt{(1+\gamma)(1-\gamma)}=a$,

$$\frac{PQ}{r^2}=-N^2a\,r^{2\gamma-2}e^{-2Zr}.$$

The integral has $p=2\gamma-1$ and converges at the origin only if $2\gamma-1>0$. In that case

$$R=-N^2a\,\frac{\Gamma(2\gamma-1)}{(2Z)^{2\gamma-1}}=-\frac a2\,(2Z)^2\,\frac{\Gamma(2\gamma-1)}{\Gamma(2\gamma+1)},$$

where (5) was inserted and the powers combine as $(2\gamma+1)-(2\gamma-1)=2$. Applying $\Gamma(p+1)=p\,\Gamma(p)$ twice gives $\Gamma(2\gamma+1)=2\gamma(2\gamma-1)\Gamma(2\gamma-1)$. The prefactor is $\tfrac a2\cdot4Z^2=2Z^3\alpha$, and so

$$R=-\frac{2Z^3\alpha}{2\gamma(2\gamma-1)}=-\frac{Z^3\alpha}{\gamma(2\gamma-1)}.$$

By (7) the ratio $A/A_F$ equals $R/R_{\rm nr}$, and with (8)

$$B=\frac A{A_F}=\frac1{\gamma(2\gamma-1)},\qquad\gamma>\tfrac12.\tag{10}$$

This is Breit's factor. It tends to one for $a\to0$, which confirms the estimate made in part (d).

The factor has a direct reading for this state. Because $Q/P=\rho$ is constant, $PQ=\rho(P^2+Q^2)/(1+\rho^2)$. With $1+\rho^2=2/(1+\gamma)$ and $\rho(1+\gamma)=-a$ the coefficient is $-a/2$, so $R=-\tfrac a2\langle r^{-2}\rangle$ and $B=\langle r^{-2}\rangle/(2Z^2)$. The denominator is the Schrödinger value, $\int4Z^3e^{-2Zr}dr=2Z^2$. The enhancement is thus the relativistic growth of $\langle r^{-2}\rangle$ in the $1s$ state. It cannot be a ratio of densities at the nucleus, because the Dirac density $(P^2+Q^2)/4\pi r^2\propto r^{2\gamma-2}$ is infinite there for every $Z>0$.

We have derived the hyperfine constant $A$ of the $1s_{1/2}$ level and its ratio to the Fermi value, $B=1/[\gamma(2\gamma-1)]$ for $\gamma>\tfrac12$. What remains is the corresponding range of $Z$, the expansion of $B$, the numerical values, and two variations on finite nuclear size and on where the enhancement arises.
